Nicolson-Ross-Weir inversion and its failure at half-wavelength thickness

**The result**

A homogeneous, isotropic, passive slab of thickness L fills the cross-section of a matched, air-filled line carrying a TEM wave. Fields vary as exp(+jωt), so a lossy dielectric has relative permittivity ε = ε' − jε'' with ε'' > 0. With μ the relative permeability and k0 = ω/c, define

n = √(εμ), z = √(μ/ε), g = jk0Ln
P = exp(−g), Γ = (z − 1)/(z + 1).

The roots are chosen so that nz = μ and Re z ≥ 0. Here z is the wave impedance relative to air, g the propagation exponent, P the one-way transmission factor and Γ the reflection of a single face. The reflection S11 and transmission S21, referred to the slab faces, determine the material through

X = (1 + S11² − S21²)/(2S11), Γ = X ± √(X² − 1), |Γ| ≤ 1   (1)
P = (S11 + S21 − Γ)/[1 − (S11 + S21)Γ]   (2)
g = −ln P + 2πjq, q an integer   (3)
ε = g/(jk0Lz), μ = gz/(jk0L), z = (1 + Γ)/(1 − Γ).   (4)

Small errors dS11 and dS21 propagate as

d ln z = [2(1 + Γ²P²)dS11 + 4ΓP dS21]/[(1 − Γ²)(1 − P²)]   (5)
dg = −[2ΓP dS11 + (1 + Γ²P²)dS21]/[P(1 − Γ²)].   (6)

The denominator 1 − P² occurs in (5) and not in (6). It vanishes for a lossless slab that is a whole number m of half-wavelengths thick. The impedance is then lost, while the propagation exponent remains well determined. Since (4) gives

d ln ε = dg/g − d ln z, d ln μ = dg/g + d ln z,   (7)

ε and μ acquire large and opposite relative errors, and their product does not.

**First derivation: even and odd excitation**

Let h be the magnetic field multiplied by the impedance of the air line. Maxwell's equations for the TEM wave are

dE/ds = −jk0μh, dh/ds = −jk0εE.

Eliminating h gives d²E/ds² = κ²E with κ = jk0n, so that g = κL. Put s = 0 at the middle of the slab.

Send equal waves of unit amplitude from both sides. By mirror symmetry and reciprocity (S22 = S11, S12 = S21), the wave leaving on the left has amplitude U = S11 + S21. The electric field in the slab is even, E = A cosh κs. The first field equation gives

h = −[κ/(jk0μ)] A sinh κs = −(1/z) A sinh κs,

because κ/(jk0μ) = n/μ = 1/z. At the left face, s = −L/2, the ratio E/h is therefore z coth(g/2). Outside that face E = 1 + U and h = 1 − U. Both fields are continuous, so

Ze = (1 + U)/(1 − U) = z coth(g/2).   (8)

Now reverse the sign of the right-hand wave. The wave leaving on the left has amplitude W = S11 − S21, and the field is odd: E = A sinh κs, h = −(1/z) A cosh κs. At s = −L/2 these are E = −A sinh(g/2) and h = −(A/z) cosh(g/2), so that

Zo = (1 + W)/(1 − W) = z tanh(g/2).   (9)

The product and the quotient separate the two unknowns:

z² = ZeZo, tanh²(g/2) = Zo/Ze.   (10)

Once the sign of z is chosen, (9) fixes the sign of tanh(g/2), so this is already an inversion, up to the choice of root and branch discussed below. To recover (1), use U = (Ze − 1)/(Ze + 1) and the same relation for W. Over the common denominator (Ze + 1)(Zo + 1),

1 + UW has numerator (Ze + 1)(Zo + 1) + (Ze − 1)(Zo − 1) = 2(ZeZo + 1)
U + W has numerator (Ze − 1)(Zo + 1) + (Zo − 1)(Ze + 1) = 2(ZeZo − 1).

Since UW = S11² − S21² and U + W = 2S11,

X = (1 + UW)/(U + W) = (z² + 1)/(z² − 1) = (1 + Γ²)/(2Γ).

The last form follows on inserting z = (1 + Γ)/(1 − Γ): z² + 1 is proportional to 2(1 + Γ²), and z² − 1 to 4Γ. The quadratic Γ² − 2XΓ + 1 = 0 gives (1).

For (2), write tanh(g/2) = (1 − P)/(1 + P). Then

Ze = (1 + Γ)(1 + P)/[(1 − Γ)(1 − P)],

so U = (Γ + P)/(1 + ΓP). Solving for P gives P = (U − Γ)/(1 − UΓ), which is (2). Changing P to −P turns Ze into Zo, hence W = (Γ − P)/(1 − ΓP).

The error law follows by taking logarithms. From (8), d ln Ze = 2dU/(1 − U²), and likewise for Zo. Half the sum and half the difference of the logarithms in (10) give

d ln z = dU/(1 − U²) + dW/(1 − W²)
d ln tanh(g/2) = dW/(1 − W²) − dU/(1 − U²).

The denominators are

1 − U² = [(1 + ΓP)² − (Γ + P)²]/(1 + ΓP)² = (1 − Γ²)(1 − P²)/(1 + ΓP)²
1 − W² = (1 − Γ²)(1 − P²)/(1 − ΓP)².

Insert dU = dS11 + dS21 and dW = dS11 − dS21. The coefficient of dS11 in d ln z contains (1 + ΓP)² + (1 − ΓP)² = 2(1 + Γ²P²), and that of dS21 contains (1 + ΓP)² − (1 − ΓP)² = 4ΓP. This is (5).

For g, note that d ln tanh(g/2)/dg = 1/[2 sinh(g/2) cosh(g/2)] = 1/sinh g, and that sinh g = (1 − P²)/(2P). Hence

dg = [(1 − P²)/(2P)] · [−4ΓP dS11 − 2(1 + Γ²P²)dS21]/[(1 − Γ²)(1 − P²)].

The factor 1 − P² cancels, leaving (6).

The cause of the lost impedance can be read from (8) and (9). At a lossless half-wave with m odd, coth(g/2) = 0 and tanh(g/2) is infinite. The slab looks like a short circuit to even excitation and like an open circuit to odd excitation, whatever z is. For m even the two roles are exchanged.

**Second derivation: summing the internal reflections**

Now follow a single incident wave. At an air-to-material face, continuity of E and h requires 1 + Γ = T and 1 − Γ = T/z, where T is the transmitted electric field. Division gives z = (1 + Γ)/(1 − Γ), as defined above. From inside, the same face reflects with −Γ and transmits 1 − Γ.

A wave entering the slab carries 1 + Γ, and each crossing multiplies it by P. Each further round trip contributes (−Γ)²P² = Γ²P². For |ΓP| < 1 the geometric series converge:

S21 = (1 + Γ)P(1 − Γ)(1 + Γ²P² + …) = P(1 − Γ²)/D
S11 = Γ + (1 + Γ)P(−Γ)P(1 − Γ)/D, D = 1 − Γ²P².

Over the common denominator, the numerator of S11 is Γ(1 − Γ²P²) − ΓP²(1 − Γ²) = Γ(1 − P²). Thus

S11 = Γ(1 − P²)/D.   (11)

To invert, form the sum

S11 + S21 = (Γ − ΓP² + P − Γ²P)/D = (Γ + P)(1 − ΓP)/D = (Γ + P)/(1 + ΓP),

which gives (2). Changing the sign of P gives S11 − S21 = (Γ − P)/(1 − ΓP). The product of the two is S11² − S21² = (Γ² − P²)/D, so

1 + S11² − S21² = (1 − Γ²P² + Γ² − P²)/D = (1 + Γ²)(1 − P²)/D.

Dividing by 2S11 from (11) gives X = (1 + Γ²)/(2Γ), and (1) follows. The division cancels a common factor 1 − P². At a lossless half-wave both numerator and denominator are zero, and (1) asks for the value of 0/0.

The error law comes from differentiating S11 and S21 with respect to Γ and P. With C = 1 + Γ²P²,

D² dS11 = C(1 − P²)dΓ − 2ΓP(1 − Γ²)dP
D² dS21 = −2ΓP(1 − P²)dΓ + C(1 − Γ²)dP.

As an example of the algebra, the dP term of S11 has numerator Γ[−2P(1 − Γ²P²) + 2Γ²P(1 − P²)] = −2ΓP(1 − Γ²). Treat u = (1 − P²)dΓ and v = (1 − Γ²)dP as the unknowns. Their determinant is C² − 4Γ²P² = (1 − Γ²P²)² = D², which cancels the D² on the left:

u = C dS11 + 2ΓP dS21
v = 2ΓP dS11 + C dS21.

From z = (1 + Γ)/(1 − Γ), d ln z = 2dΓ/(1 − Γ²) = 2u/[(1 − Γ²)(1 − P²)], which is (5). From g = −ln P, dg = −dP/P = −v/[P(1 − Γ²)], which is (6). In this form the fault is visible in the forward problem: a change of Γ enters both measured quantities multiplied by 1 − P².

**What each derivation assumes**

Both need linearity, a single propagating mode and a homogeneous slab. The first also uses mirror symmetry and reciprocity, which allow two excitations to replace the full scattering problem. It needs no convergent series, and it yields (10), which contains no division by S11. The second uses the properties of each face and |ΓP| < 1. It does not call on mirror symmetry, so different media on the two sides could be treated by giving the faces different reflection coefficients. The inversion (1) would then have to be changed.

**Choosing the root and the branch**

The two roots of (1) are Γ and 1/Γ. Replacing Γ by 1/Γ in (2) replaces P by 1/P, so the wrong root means (z, g) → (−z, −g) before the branch is chosen. Passivity decides: a half-space of the material absorbs the fraction 1 − |Γ|² of the power incident from the lossless line, and this cannot be negative. In a lossless medium with ε < 0 and μ > 0 both roots have |Γ| = 1, and the condition |P| ≤ 1 identifies the passive one. The reversal of z and g leaves ε and μ in (4) unchanged if the branch is reversed with it (q → −q). The root changes the result only when the branch is fixed separately, for example by requiring a given positive phase of g.

The integer q needs further information. Write g = αL + jβL. If n varies little with frequency, βL is proportional to ω, and ω d(βL)/dω equals βL itself. The slope of the phase thus selects q. The rule fails once dispersion makes the two differ by more than π, and in a thick slab even weak dispersion can do this.

**Size and width of the bad region**

Take a nonmagnetic slab with ε = ε'(1 − j tanδ) and tanδ ≪ 1. Then n ≈ √ε'(1 − ½j tanδ), so α/β = ½ tanδ. At the m-th half-wave βL = mπ, hence 2αL = mπ tanδ and

1 − P² = 1 − exp(−2αL) ≈ mπ tanδ.

At a small relative detuning x = Δf/f_m from the frequency f_m of that half-wave, and without loss, |1 − P²| = 2|sin(mπx)| ≈ 2πm|x|.

Let the errors in S11 and S21 be independent, each with rms magnitude σ. Near P² = 1 the term dg/g in (7) is negligible, and (5) gives the rms relative error of ε as

σK/|1 − P²|, K = √[4(1 + Γ²)² + 16Γ²]/(1 − Γ²).   (12)

Low loss makes the peak high, about K/(mπ tanδ) per unit of σ. It does not set the width of the band in which the error exceeds a fixed limit r, as long as that band is much wider than the loss peak. Setting σK/(2πm|x|) = r and Δf = xmf_1 gives a half-width Δf = σKf_1/(2πr), the same for every m.

Two other limits behave differently. In a thin slab, g → 0 and 1 − P² ≈ 2g, but dg/g also grows as 1/g. Combining (5) to (7), the coefficients of dS11 and dS21 in d ln ε both become −(1 + Γ)²/[(1 − Γ²)g] = −z/g. Therefore

dε = −(dS11 + dS21)/(jk0L), and similarly dμ = (dS11 − dS21)/(jk0L).

Both errors grow as 1/L, and the product εμ is no longer protected. In a very lossy slab, P → 0: equation (5) stays harmless unless Γ is close to ±1, as it is for a good conductor, while (6) contains dS21/P, because the transmitted signal is too weak to give g.

**When the linear law fails**

Equation (12) requires σK/|1 − P²| ≪ 1. To see what replaces it, take a lossless first half-wave, where the true values are S11 = 0 and S21 = −1, and let the measured ones be S11 = d and S21 = −1 + e. To leading order (8) and (9) give Ze = (e + d)/2 and Zo = 2/(e − d), so

z² = (e + d)/(e − d).   (13)

The sample has disappeared: the inferred impedance is a ratio of measurement errors. For the exponent put g = jπ + δ. Then tanh(g/2) = coth(δ/2) ≈ 2/δ, while Zo/Ze = 4/(e² − d²), so

δ² = e² − d².   (14)

The error of g stays of the order of the measurement errors even here. Near a half-wave, if μ = 1 is known independently, it is therefore better to use

ε = −[g/(k0L)]²,   (15)

whose relative error is 2dg/g. This advice does not extend to thin slabs. For a thin nonmagnetic dielectric the rms relative error of (15) is σK/|g|, while that of the full inversion is only √2 σ|z/g|.

**A PTFE-like bead in a coaxial line**

Take as model inputs ε' = 2.05 and tanδ = 3.0×10⁻⁴, chosen to resemble PTFE, with L = 20 mm, in a 7 mm coaxial air line with conductor radii 1.52 and 3.50 mm. Let σ = 1.0×10⁻³, a rough figure for a calibrated network analyser. The first half-wave frequency is

f_1 = c/(2L√ε') = 5.235 GHz,

and the second is 10.469 GHz. The face reflection is Γ = (1 − √2.05)/(1 + √2.05) = −0.1776.

At quarter-wave thickness, 2.617 GHz, P² ≈ −1 and |S11| = 0.344. Equations (5) to (7) give an rms relative error of ε equal to 1.26σ. At f_1, |1 − P²| = 9.42×10⁻⁴, close to π × 3.0×10⁻⁴. The reflection has fallen to |S11| = 1.73×10⁻⁴, below the assumed error. With K = 2.253, equation (12) gives an error gain of 2.253/(9.42×10⁻⁴) ≈ 2390. Multiplied by σ this is 2.4, so the linear law has broken down. The half-width of the band with more than 5 % relative error is

Δf = 10⁻³ × 2.253 × 5235 MHz/(2π × 0.05) = 37.5 MHz

at both the first and the second half-wave.

To see the actual scatter, 40,000 pairs of complex Gaussian errors were added to the calculated S-parameters at each frequency and every pair was inverted, with the branch of g fixed by the noise-free phase slope. The 16th, 50th and 84th percentiles of ε' were:

Quarter-wave, 2.617 GHz
full inversion: 2.048, 2.050, 2.052
μ = 1 route: 2.048, 2.050, 2.052

5 % above half-wave, 5.496 GHz
full inversion: 2.040, 2.050, 2.060
μ = 1 route: 2.049, 2.050, 2.051

Half-wave, 5.235 GHz
full inversion: 0.38, 1.00, 1.73
μ = 1 route: 2.049, 2.050, 2.051

Full-wave, 10.469 GHz
full inversion: 0.60, 1.25, 1.97
μ = 1 route: 2.049, 2.050, 2.051

At quarter-wave the μ = 1 route brings no gain in precision, because (15) uses only g and discards what z says about ε. A least-squares fit of ε to both S11 and S21, with μ = 1 fixed, uses both and is somewhat more precise than the full inversion. At half-wave the full inversion is not merely scattered: its central range does not contain the true value, and even the median of 40,000 inversions is only about half of it. Equation (13) indicates why. In that limit e + d and e − d are independent and equally distributed, so |z| has median 1, and |ε| = |n/z| has a median near √2.05 ≈ 1.43 instead of 2.05. The random phase of z makes the real part smaller still. The bead is near this limit but not in it, since its small loss still leaves |S11| = 1.73×10⁻⁴ and lowers |S21| by 5×10⁻⁴, which is not negligible beside errors of 10⁻³. Both signals are about twice as large at full-wave, where the median is higher.

The μ = 1 route saves ε' but not the loss. At half-wave its 16th and 84th percentiles of tanδ are −2.6×10⁻⁴ and 8.6×10⁻⁴, around a true value of 3.0×10⁻⁴.

The branch matters as well. At three quarter-waves, 7.852 GHz, the principal logarithm gives g ≈ −jπ/2 instead of 3jπ/2. Equation (4) then returns ε' = −2.05/3 = −0.683. The phase slope gives 1.500π and restores 2.050.

**What a real line changes**

A real bead does not fit perfectly. An air gap of 10 μm at the inner conductor acts as a capacitor in series with the dielectric, and the apparent permittivity is

ln(3.50/1.52)/[ln(1.53/1.52) + ln(3.50/1.53)/2.05] = 2.033,

which is 0.8 % low. This exceeds the random error of the μ = 1 route, and (15) does not remove it. Wall loss, for a rough conductivity of 4×10⁷ S/m, adds a series resistance equivalent to a loss tangent of 6.2×10⁻⁴ at f_1, about twice that of the dielectric. If the air sections are still treated as lossless, it lowers the peak error gain from 2390 to about 780. The error predicted by the linear law is then still 0.78, far too large for a measurement. The percentiles listed above are for lossless walls; with this wall loss those of the full inversion at half-wave become about 0.95, 1.5 and 2.2. Equation (15) cannot separate the walls from the dielectric: at f_1 and without noise it returns tanδ = 9.2×10⁻⁴ and, through the internal inductance of the conductors, ε' = 2.0513, a shift about as large as its random error. The TE11 mode of the filled line, found numerically from its Bessel-function condition, can propagate above 13.6 GHz, which lies above both half-wave frequencies used here.

A position error behaves differently from additive noise. If the bead sits a distance b too deep while the total air path is fixed, S21 is unchanged and dS11 = −2jk0b S11. By (11), S11 contains the factor 1 − P², which cancels the denominator of (5). At P² = 1,

d ln z = −4jk0b Γ(1 + Γ²)/(1 − Γ²)².

For b = 0.05 mm at f_1 this is +0.0043j, which by (7) adds 0.0043 to the apparent loss tangent. The full inversion, without noise, returns tanδ = 4.6×10⁻³ at half-wave and 2.2×10⁻³ at quarter-wave, against a true 3.0×10⁻⁴. The error is finite at half-wave, yet in the full inversion it hides the loss of the material at both frequencies, and a shift in the other direction makes the apparent tanδ negative. Equation (15) is almost unaffected by this error.
